**Planar heat pulse: equal spread, different fourth moment**

For an initially isotropic pulse, the gray Boltzmann and Cattaneo equations give the same ⟨x²⟩ at all times, but their early ⟨x⁴⟩ are (vt)⁴/5 and (vt)⁴/9. Here v is the phonon speed, τ the relaxation time, t the time, x the distance from the source plane and D = v²τ/3 the diffusivity. The program computes Boltzmann moments from a discrete-direction transport equation and Cattaneo moments from its real-space solution, and asserts that both match the closed formulas at several times. It also asserts the early and late limits, the effect of an anisotropic start, and the spread formula for several phonon groups. For rough gray silicon parameters, the Cattaneo fourth moment is 43 %, 40 % and 15 % too low at 2, 7 and 70 ps. The error falls to 10 % at about 106 ps. Rough estimates show that a spread of mean free paths and slow optical modes can change the moments by amounts comparable with this error, depending on the time.

## Check in Python

```python
"""Planar heat pulse: gray Boltzmann equation against the Cattaneo equation.

Result under test, for an initially isotropic pulse released at x = 0:
both equations give the same <x^2> at all times, but at early times
<x^4> = (v t)^4/5 from Boltzmann and (v t)^4/9 from Cattaneo.
v: phonon speed, tau: relaxation time, D = v^2 tau/3: diffusivity,
s = t/tau: reduced time, mu: direction cosine, P_l: Legendre polynomial.
Reduced moments are in units of (v tau)^n.
Boltzmann moments are computed from discrete directions and the generating
function <exp(p x)>; Cattaneo moments from its real-space solution.
"""
from math import factorial
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import eval_legendre, iv


def spread2(s):
    return 2 / 3 * (s - 1 + np.exp(-s))


def cattaneo4(s):
    return 8 / 3 * (s**2 / 2 - 2 * s + 3 - (3 + s) * np.exp(-s))


def difference4(s):
    return 32 / 15 * (s - 3 + (3 + 2 * s + s**2 / 2) * np.exp(-s))


def boltzmann4(s):
    return cattaneo4(s) + difference4(s)


def shortfall(s):
    return difference4(s) / boltzmann4(s)


def transport_moment(time, groups, power, order=0, p2=0.0, source_rms=0.0):
    """Moment of x^power P_order(mu) from the Boltzmann equation.

    groups: (heat-capacity fraction, speed, relaxation time) of each group;
    p2: initial mean of P_2(mu); source_rms: width of a Gaussian source.
    """
    nodes, node_weights = np.polynomial.legendre.leggauss(16)
    fractions, speeds, times = np.array(groups, dtype=float).T
    capacity = np.repeat(fractions, 16)
    speed = np.repeat(speeds, 16)
    relaxation = np.repeat(times, 16)
    direction = np.tile(nodes, len(groups))
    weight = np.tile(node_weights, len(groups))
    # scattering returns energy to all groups at a common temperature
    gain = np.outer(capacity / (2 * relaxation), weight / relaxation)
    gain /= np.sum(fractions / times)
    start = capacity / 2 * (1 + 5 * p2 * eval_legendre(2, direction))
    detector = weight * eval_legendre(order, direction)
    # Taylor coefficient of the generating function by a circle in p
    circle = 4 / (speeds.max() * time) * np.exp(2j * np.pi * np.arange(32) / 32)
    values = []
    for p in circle:
        generator = np.diag(p * speed * direction - 1 / relaxation) + gain
        value = detector @ expm(time * generator) @ start
        values.append(value * np.exp((p * source_rms)**2 / 2))
    return factorial(power) * np.mean(np.array(values) / circle**power).real


# Boltzmann moments: transport equation against the closed formulas
unit_gray = [(1.0, 1.0, 1.0)]
for s in (0.2, 1.0, 3.0, 10.0):
    decay = np.exp(-s)
    cases = [
        (0, 0, 1.0),
        (1, 1, (1 - decay) / 3),
        (2, 0, spread2(s)),
        (2, 2, 4 / 15 * (1 - (1 + s) * decay)),
        (4, 0, boltzmann4(s)),
    ]
    for power, order, formula in cases:
        direct = transport_moment(s, unit_gray, power, order)
        assert np.isclose(direct, formula, rtol=1e-7, atol=1e-11)
    # an initial second angular moment changes the spread, even at zero flux
    direct = transport_moment(s, unit_gray, 2, p2=0.2)
    extra = 4 / 3 * 0.2 * (1 - (1 + s) * decay)
    assert np.isclose(direct, spread2(s) + extra, rtol=1e-7)


# Cattaneo: real-space solution, two fronts plus a smooth part between them
front_speed = 1 / np.sqrt(3)


def cattaneo_smooth(x, s):
    xi = np.sqrt(s**2 - (x / front_speed)**2) / 2
    bracket = iv(0, xi) + s * iv(1, xi) / (2 * xi)
    return np.exp(-s / 2) * bracket / (4 * front_speed)


def cattaneo_moment(s, power):
    y, w = np.polynomial.legendre.leggauss(60)
    edge = front_speed * s
    smooth = edge * np.sum(w * (edge * y)**power * cattaneo_smooth(edge * y, s))
    return smooth + np.exp(-s / 2) * edge**power


h, x0, s0 = 1e-3, 0.2, 1.5
middle = cattaneo_smooth(x0, s0)
later, earlier = cattaneo_smooth(x0, s0 + h), cattaneo_smooth(x0, s0 - h)
right, left = cattaneo_smooth(x0 + h, s0), cattaneo_smooth(x0 - h, s0)
residual = ((later - 2 * middle + earlier) / h**2 + (later - earlier) / (2 * h)
            - (right - 2 * middle + left) / (3 * h**2))
assert abs(residual) < 1e-5  # finite-difference error is of order h^2
for s in (0.2, 1.0, 3.0, 10.0):
    assert np.isclose(cattaneo_moment(s, 0), 1, rtol=1e-9)
    assert np.isclose(cattaneo_moment(s, 2), spread2(s), rtol=1e-8)
    assert np.isclose(cattaneo_moment(s, 4), cattaneo4(s), rtol=1e-8)

# Early and late limits; corrections are of relative order s and 1/s
s_early = 1e-3
early_b2 = transport_moment(s_early, unit_gray, 2) / s_early**2
early_b4 = transport_moment(s_early, unit_gray, 4) / s_early**4
early_c2 = cattaneo_moment(s_early, 2) / s_early**2
early_c4 = cattaneo_moment(s_early, 4) / s_early**4
assert np.isclose(early_b2, 1 / 3, rtol=2e-3)
assert np.isclose(early_c2, 1 / 3, rtol=2e-3)
assert np.isclose(early_b4, 1 / 5, rtol=2e-3)
assert np.isclose(early_c4, 1 / 9, rtol=2e-3)
assert np.isclose(1e4 * shortfall(1e4), 8 / 5, rtol=1e-3)
assert np.all(np.diff(shortfall(np.geomspace(0.05, 1e3, 400))) < 0)

# Worked example: rough gray parameters of silicon near room temperature
v, tau, temperature = 6.0, 7.0, 300.0      # nm/ps, ps, K
mfp = v * tau
diffusivity = v**2 * tau / 3               # nm^2/ps
gray = [(1.0, v, tau)]
print("ROUGH GRAY SILICON")
print(f"speed v = {v:.1f} nm/ps; relaxation time tau = {tau:.1f} ps")
print(f"temperature = {temperature:.0f} K; mean free path = {mfp:.1f} nm")
print(f"diffusivity D = {diffusivity:.1f} nm^2/ps = {diffusivity/100:.2f} cm^2/s")
print(f"Cattaneo front speed = {v*front_speed:.3f} nm/ps")
print(f"EARLY LIMITS, evaluated at t/tau = {s_early:g} (dimensionless)")
print(f"<x^2>/(vt)^2: Boltzmann {early_b2:.4f}, Cattaneo {early_c2:.4f}")
print(f"<x^4>/(vt)^4: Boltzmann {early_b4:.4f}, Cattaneo {early_c4:.4f}")
print(f"kurtosis: Boltzmann {early_b4/early_b2**2:.3f}, "
      f"Cattaneo {early_c4/early_c2**2:.3f}")
print(f"Cattaneo shortfall in <x^4> = {100*(1-early_c4/early_b4):.1f} %")

sample_times = (2.0, 7.0, 70.0)
for t in sample_times:
    s = t / tau
    b2, b4 = (transport_moment(t, gray, n) for n in (2, 4))
    c2, c4 = (mfp**n * cattaneo_moment(s, n) for n in (2, 4))
    assert np.isclose(b2, c2, rtol=1e-7)
    assert np.isclose(1 - c4 / b4, shortfall(s), rtol=1e-6)
    print(f"TIME {t:.0f} ps, t/tau = {s:.4f}")
    print(f" <x^2>: Boltzmann {b2:.2f}, Cattaneo {c2:.2f}, "
          f"Fourier {2*diffusivity*t:.2f} nm^2")
    print(f" rms spread = {np.sqrt(b2):.2f} nm")
    print(f" <x^4>: Boltzmann {b4:.5g}, Cattaneo {c4:.5g} nm^4")
    print(f" kurtosis: Boltzmann {b4/b2**2:.3f}, Cattaneo {c4/c2**2:.3f}")
    print(f" Cattaneo shortfall in <x^4> = {100*(1-c4/b4):.2f} %")
    print(f" farthest energy: Boltzmann {v*t:.1f}, "
          f"Cattaneo {v*front_speed*t:.1f} nm")
    print(f" weight in the two Cattaneo fronts = {np.exp(-s/2):.4f}")
s_ten = brentq(lambda s: shortfall(s) - 0.1, 0.5, 100)
print(f"shortfall falls to 10 % at t/tau = {s_ten:.2f}, t = {s_ten*tau:.1f} ps")

# Neglected effects; the first two models keep D and total heat capacity
long_mfp = 500.0                         # nm, carries half the conductivity
long_fraction = mfp / (2 * long_mfp)
short_mfp = mfp / (2 * (1 - long_fraction))
spectrum = [(long_fraction, v, long_mfp / v),
            (1 - long_fraction, v, short_mfp / v)]
optical = [(0.5, v, 2 * tau), (0.5, 0.0, tau)]
print("NEGLECTED EFFECTS (rough inputs)")
print(f"two paths: {long_mfp:.0f} nm with {100*long_fraction:.1f} % of heat "
      f"capacity, {short_mfp:.1f} nm with the rest")
print(f"immobile modes: {100*optical[1][0]:.0f} % of heat capacity, "
      f"exchange time {optical[1][2]:.0f} ps; mobile tau {optical[0][2]:.0f} ps")
for label, groups in (("two paths", spectrum), ("immobile modes", optical)):
    assert np.isclose(sum(c * u**2 * q / 3 for c, u, q in groups), diffusivity)
    for t in sample_times:
        changed2 = transport_moment(t, groups, 2)
        changed4 = transport_moment(t, groups, 4)
        summed = sum(c * (u * q)**2 * spread2(t / q) for c, u, q in groups)
        assert np.isclose(changed2, summed, rtol=1e-6)
        ratio2 = changed2 / (mfp**2 * spread2(t / tau))
        ratio4 = changed4 / (mfp**4 * boltzmann4(t / tau))
        print(f" {label}, {t:.0f} ps: <x^2> x {ratio2:.3f}, <x^4> x {ratio4:.3f}")

fast, slow = 9.0, 5.4                    # nm/ps, longitudinal and transverse
polarized = [(1 / 3, fast, tau), (2 / 3, slow, tau)]
t_early = s_early * tau
kurtosis = (transport_moment(t_early, polarized, 4)
            / transport_moment(t_early, polarized, 2)**2)
print(f"speeds {fast:.1f} (1/3) and {slow:.1f} nm/ps (2/3): "
      f"early kurtosis {kurtosis:.3f}")

source = 5.0                             # nm, rms width of a Gaussian source
t = sample_times[0]
m2 = mfp**2 * spread2(t / tau)
wide_b4 = transport_moment(t, gray, 4, source_rms=source)
added = 6 * source**2 * m2 + 3 * source**4
assert np.isclose(wide_b4, mfp**4 * boltzmann4(t / tau) + added, rtol=1e-6)
wide_shortfall = mfp**4 * difference4(t / tau) / wide_b4
print(f"source rms {source:.1f} nm, {t:.0f} ps: <x^2> = {m2+source**2:.2f} nm^2, "
      f"<x^4> shortfall {100*wide_shortfall:.2f} %")
rise, exponent = 5.0, 1.6                # K; rough law D ~ T^(-exponent)
change = 1 - (1 + rise / temperature)**(-exponent)
print(f"peak rise {rise:.0f} K, D ~ T^-{exponent:.1f}: D falls {100*change:.1f} %")
wavelength = constants.h * v * 1e3 / (constants.k * temperature) * 1e9
print(f"thermal phonon wavelength h v/(k_B T) = {wavelength:.2f} nm")
print("verified")
```

It prints:

```
ROUGH GRAY SILICON
speed v = 6.0 nm/ps; relaxation time tau = 7.0 ps
temperature = 300 K; mean free path = 42.0 nm
diffusivity D = 84.0 nm^2/ps = 0.84 cm^2/s
Cattaneo front speed = 3.464 nm/ps
EARLY LIMITS, evaluated at t/tau = 0.001 (dimensionless)
<x^2>/(vt)^2: Boltzmann 0.3332, Cattaneo 0.3332
<x^4>/(vt)^4: Boltzmann 0.1999, Cattaneo 0.1111
kurtosis: Boltzmann 1.800, Cattaneo 1.000
Cattaneo shortfall in <x^4> = 44.4 %
TIME 2 ps, t/tau = 0.2857
 <x^2>: Boltzmann 43.74, Cattaneo 43.74, Fourier 336.00 nm^2
 rms spread = 6.61 nm
 <x^4>: Boltzmann 3613.9, Cattaneo 2058.5 nm^4
 kurtosis: Boltzmann 1.889, Cattaneo 1.076
 Cattaneo shortfall in <x^4> = 43.04 %
 farthest energy: Boltzmann 12.0, Cattaneo 6.9 nm
 weight in the two Cattaneo fronts = 0.8669
TIME 7 ps, t/tau = 1.0000
 <x^2>: Boltzmann 432.63, Cattaneo 432.63, Fourier 1176.00 nm^2
 rms spread = 20.80 nm
 <x^4>: Boltzmann 3.9126e+05, Cattaneo 2.3634e+05 nm^4
 kurtosis: Boltzmann 2.090, Cattaneo 1.263
 Cattaneo shortfall in <x^4> = 39.59 %
 farthest energy: Boltzmann 42.0, Cattaneo 24.2 nm
 weight in the two Cattaneo fronts = 0.6065
TIME 70 ps, t/tau = 10.0000
 <x^2>: Boltzmann 10584.05, Cattaneo 10584.05, Fourier 11760.00 nm^2
 rms spread = 102.88 nm
 <x^4>: Boltzmann 3.2031e+08, Cattaneo 2.7382e+08 nm^4
 kurtosis: Boltzmann 2.859, Cattaneo 2.444
 Cattaneo shortfall in <x^4> = 14.51 %
 farthest energy: Boltzmann 420.0, Cattaneo 242.5 nm
 weight in the two Cattaneo fronts = 0.0067
shortfall falls to 10 % at t/tau = 15.15, t = 106.1 ps
NEGLECTED EFFECTS (rough inputs)
two paths: 500 nm with 4.2 % of heat capacity, 21.9 nm with the rest
immobile modes: 50 % of heat capacity, exchange time 7 ps; mobile tau 14 ps
 two paths, 2 ps: <x^2> x 0.929, <x^4> x 0.895
 two paths, 7 ps: <x^2> x 0.810, <x^4> x 0.717
 two paths, 70 ps: <x^2> x 0.706, <x^4> x 0.818
 immobile modes, 2 ps: <x^2> x 0.524, <x^4> x 0.530
 immobile modes, 7 ps: <x^2> x 0.579, <x^4> x 0.604
 immobile modes, 70 ps: <x^2> x 0.890, <x^4> x 1.108
speeds 9.0 (1/3) and 5.4 nm/ps (2/3): early kurtosis 2.299
source rms 5.0 nm, 2 ps: <x^2> = 68.74 nm^2, <x^4> shortfall 12.91 %
peak rise 5 K, D ~ T^-1.6: D falls 2.6 %
thermal phonon wavelength h v/(k_B T) = 0.96 nm
verified
```
